# Why a small copper pad corrodes fast beside a large ruthenium area

**Q:** After copper polishing clears the field, I have small copper pads surrounded by exposed ruthenium liner, all under slurry. The pads keep losing copper quickly. The ruthenium does not dissolve, so how can it affect the copper?

**A:** Through the electrons. Copper dissolves as \(\mathrm{Cu\to Cu^{2+}+2e^-}\), and it can continue only as fast as something takes the electrons away. In an aerated slurry with no added oxidizer, dissolved oxygen takes them. A metallic connection lets copper's electrons travel to the ruthenium and reduce oxygen there.

Let the copper area be \(A_a\), the ruthenium area \(A_c\), and \(r=A_c/A_a\). I write all current densities as positive magnitudes: \(i_a\) for copper dissolution, \(i_C\) and \(i_R\) for oxygen reduction on copper and ruthenium, and \(i_p\) for the small passive oxidation current of ruthenium. In steady state no charge accumulates in the metal, so electrons released equal electrons consumed:

\[
A_a i_a+A_c i_p=A_a i_C+A_c i_R .
\]

Moving \(A_c i_p\) to the right and dividing by \(A_a\) gives

\[
i_a=i_C+r\,(i_R-i_p). \tag{1}
\]

The area ratio enters here. Current collected over the whole ruthenium area leaves through the small copper area.

**Q:** Why must ruthenium be the nobler metal?

**A:** Let \(E\) be the potential of the metal against the adjacent solution. For now ohmic drops are neglected, so both metals share one \(E\). Write (1) as \(N(E)=0\), with

\[
N(E)=[i_a-i_C]+r\,[i_p-i_R].
\]

Dissolution rises with \(E\) and reduction falls, while \(i_p\) is taken as constant, so both brackets increase. The first vanishes at copper's own rest potential and the second at ruthenium's. If ruthenium's is higher, \(N\) is negative at copper's rest potential and positive at ruthenium's. The couple therefore settles between them: copper is pushed up and dissolves faster, while ruthenium is pulled down and becomes a net cathode.

With the parameters used below, the rest potentials are \(-1.4\) mV for copper and 526 mV for ruthenium. Shifting the ruthenium reduction curve down by 600 mV puts its rest potential below copper's. At \(r=24\), copper then dissolves at 0.772 times its uncoupled rate. The protection is modest because this model ruthenium can supply at most \(r\,i_p\).

**Q:** What sets the current on the ruthenium?

**A:** First suppose that oxygen is consumed as soon as it arrives. Its concentration is then zero at the surface and \(c\) at the top of a diffusion layer of thickness \(\delta\). The steady profile is linear, the flux is \(Dc/\delta\), and each molecule takes four electrons:

\[
i_{\lim}=\frac{4FDc}{\delta}.
\]

If the concentration vanishes over the whole metal floor, this linear profile satisfies the diffusion equation and both boundary conditions whatever the metal pattern. Copper and ruthenium then receive the same flux per area. Setting \(i_C=i_R=i_{\lim}\) in (1),

\[
i_a=i_{\lim}+r(i_{\lim}-i_p)\simeq i_{\lim}(1+r). \tag{2}
\]

The last step drops \(i_p\), which is 1.3 % of \(i_{\lim}\) in my example. The galvanic part, \(r\,i_{\lim}\), is proportional to the area ratio. The total is nearly so when \(r\gg1\), because copper also reduces oxygen on its own surface.

**Q:** Can copper really deliver such a current?

**A:** That depends on how far its potential must rise. I choose \(E=0\) where copper dissolves at \(i_{\lim}\), and take a Tafel law with slope \(b_a\) per decade, \(i_a=i_{\lim}10^{E/b_a}\). Equating this to (2) gives

\[
E=b_a\log_{10}(1+r).
\]

For \(b_a=60\) mV and \(r=24\), this is 83.9 mV. A 25-fold current costs little potential, and the question becomes whether ruthenium still reduces oxygen at its limit there.

Take reduction to be first order in the surface concentration \(c_s\). The surface reaction gives \(i_R=i_k c_s/c\), where \(i_k\) is the rate without depletion, and diffusion gives \(i_R=i_{\lim}(1-c_s/c)\). The first gives \(c_s/c=i_R/i_k\). Inserting this in the second yields \(i_R(1+i_{\lim}/i_k)=i_{\lim}\). With \(i_k=i_{\lim}10^{-(E-E_h)/b_c}\),

\[
i_R=\frac{i_{\lim}}{1+10^{(E-E_h)/b_c}}. \tag{3}
\]

Here \(E_h\) is the half-wave potential and \(b_c\) the cathodic Tafel slope. Well below \(E_h\) the current is on its plateau; well above it, it follows a Tafel law. Copper obeys the same form with its own \(E_h\), if sideways diffusion between the two metals is neglected.

**Q:** So cathodic control always gives a rate proportional to area ratio?

**A:** No. It requires a cathodic current density that hardly changes with potential. A larger cathode raises \(E\), and this can reduce the current from each unit of its area.

Write \(g=i_R-i_p\) and define the logarithmic slopes

\[
s_a=\frac{d\ln i_a}{dE},\quad s_R=-\frac{d\ln g}{dE},\quad s_C=-\frac{d\ln i_C}{dE}.
\]

Differentiating \(i_a=i_C+rg\) gives

\[
di_a=g\,dr-(s_Ci_C+s_R\,rg)\,dE .
\]

Divide by \(i_a\). With \(f=rg/i_a\), the share supplied by ruthenium, copper's share is \(i_C/i_a=1-f\), so

\[
d\ln i_a=f\,d\ln r-[f s_R+(1-f)s_C]\,dE .
\]

Since \(dE=d\ln i_a/s_a\), collecting the terms in \(d\ln i_a\) gives

\[
\frac{d\ln i_a}{d\ln r}=\frac{f}{1+[f s_R+(1-f)s_C]/s_a}. \tag{4}
\]

On the plateau \(s_R\) and \(s_C\) vanish, leaving \(f\simeq r/(1+r)\), which tends to one for large \(r\). For a Tafel cathode with negligible passive current and negligible reduction on copper, \(f=1\), \(s_R=\ln10/b_c\) and \(s_a=\ln10/b_a\). Hence

\[
i_a\propto r^{\,b_c/(b_a+b_c)} .
\]

For slopes of 60 and 120 mV per decade the exponent is \(2/3\), not one.

**Q:** Give me numbers for a pad I could picture.

**A:** Take a copper pad of radius 100 µm in a ruthenium disk of radius 500 µm, so \(r=5^2-1=24\). The other inputs are rough values for an aerated glycine slurry: \(D=2.0\times10^{-5}\) cm²/s, \(c=0.25\) mmol/L and \(\delta=50\) µm. The half-wave potentials are 300 mV for ruthenium and 150 mV for copper, and \(i_p=0.005\) mA/cm². Then

\[
i_{\lim}=\frac{4(96485)(2.0\times10^{-5})(0.25\times10^{-6})}{5.0\times10^{-3}}\ \mathrm{A/cm^2}=0.386\ \mathrm{mA/cm^2}.
\]

Equation (2) gives \(25\times0.386=9.65\) mA/cm². Solving (1) with the kinetics (3) puts the couple at 82.9 mV. There ruthenium runs at 0.985 of its limit and copper's own reduction at 0.78, so

\[
i_a\simeq0.30+24(0.380-0.005)=9.30\ \mathrm{mA/cm^2}.
\]

For copper of molar mass \(M\) and density \(\rho\), two electrons per atom give a thickness loss rate \(v=i_aM/(2F\rho)\). This is 22.05 nm/min for each mA/cm², hence 205 nm/min. An uncoupled blanket copper film loses 8.1 nm/min in the same model.

**Q:** How would I tell what controls the rate?

**A:** Change one thing at a time, with \(r=24\) and the rest fixed. In the model, making copper dissolution kinetics ten times faster multiplies the rate by just 1.016, because \(E\) falls until dissolution again matches the oxygen supply. Halving the oxygen concentration multiplies it by 0.497. Shifting the ruthenium curve down by 50 mV multiplies it by 0.977.

A Tafel cathode responds differently. Let \(k\) multiply the copper kinetics. At fixed \(r\), \(\ln i_a=\ln k+s_aE+\text{const}\) and also \(\ln i_a=-s_RE+\text{const}\). Eliminating \(E\) gives

\[
\frac{d\ln i_a}{d\ln k}=\frac{s_R}{s_a+s_R}=\frac{b_a}{b_a+b_c}=\frac13 ,
\]

so a tenfold change in \(k\) gives \(10^{1/3}=2.15\).

**Q:** My ruthenium field can be millimetres wide. Does all of it count?

**A:** Not once the slurry's resistance matters. Let the film have thickness \(h\) and conductivity \(\kappa\), and let ruthenium consume a uniform net current density \(i\) out to radius \(b\), with no current crossing \(b\). The current passing radius \(s\) must feed all the ruthenium beyond it, \(i\pi(b^2-s^2)\). The solution potential falls outward, so the interfacial potential \(E\) rises outward. Ohm's law reads

\[
2\pi s h\kappa\frac{dE}{ds}=i\pi(b^2-s^2).
\]

Divide by \(2\pi sh\kappa\) and integrate from the pad edge \(a\) to \(b\):

\[
\Delta E=\frac{i}{2\kappa h}\int_a^b\!\left(\frac{b^2}{s}-s\right)ds
=\frac{i}{\kappa h}\left[\frac{b^2}{2}\ln\frac ba-\frac{b^2-a^2}{4}\right].
\]

With \(h=100\) µm and \(\kappa=5\) mS/cm, the drop is 10.6 mV for the example, and the copper current barely changes, to 9.28 mA/cm². Now keep the pad and film fixed and enlarge the ruthenium. At \(r=99\) the current is 90 % of the ideal value (2); at \(r=399\), where \(b=2\) mm, it is 48 %. Distant ruthenium has been lifted off its plateau. This film model averages over depth and gives the pad a single potential, so it underestimates the ohmic loss when the film is as thick as the pad radius. Resolving the potential in depth and across the pad lowers the two percentages to about 87 % and 41 %, with the fastest attack at the pad edge.

**Q:** Would the pad be safe if the ruthenium were replaced by dielectric?

**A:** It would be safer, but the gain need not be 25. A lone pad also draws oxygen sideways from above the dielectric. If the diffusion layer is stagnant, this geometry allows it about \(1.5\,i_{\lim}\), so ruthenium raises the oxygen-limited rate by a factor of about \(25/1.5\simeq17\). Flow narrows the gap when the ruthenium is part of an extended field that keeps its depleted layer near \(\delta\). Slurry arriving over dielectric is still fresh, and the depleted layer it forms over a small pad is much thinner than \(\delta\). For slurry sheared at 1 m/s across a 100 µm film, the lone pad reaches about \(5\,i_{\lim}\) with the kinetics used here, so the factor is only about 5 against a couple held at \(\delta=50\) µm. At this shear rate such a layer needs about 10 cm of oxygen-consuming metal upstream. An isolated 500 µm ruthenium disk receives fresh slurry too and gains from the flow as well; the factor is then about 28 before ohmic loss, and the gap does not narrow.

For a 1 µm pad in a 5 µm cell, with the same \(r\) and a stagnant layer of the same \(\delta\), diffusion allows about \(19\,i_{\lim}\) without any ruthenium. Copper must also reduce oxygen that fast. Dissolving at \(19\,i_{\lim}\) needs \(E=77\) mV, where copper's undepleted reduction rate is \(10^{(150-77)/120}\simeq4\) times \(i_{\lim}\). This pad would therefore fall far short of the diffusion limit. In patterns much finer than \(\delta\), ruthenium's contribution is chiefly extra reaction surface, not extra oxygen supply.

**Q:** How close is this to a real polishing step?

**A:** The pad is far wider than an interconnect line, and a 100 µm slurry film is probably thick for the gap under a polishing pad. A thinner diffusion layer raises \(i_{\lim}\) as \(1/\delta\). With the assumed film, oxygen depletion is moderate: consumed at the steady rate \(i_{\lim}\) over an all-metal floor, the film's oxygen would last 2.50 s, against 0.30 s for slurry to cross a 300 mm wafer at 1 m/s, so about 12 % would be used. Fresh slurry gives up oxygen faster at first, while its depleted layer is still thin; for an initially saturated film this raises the share to about 28 % if the film moves as a plug, and to about 25 % if it is linearly sheared. A thinner film holds less oxygen and could be severely depleted.

Complexant supply can be another limit. With 100 mmol/L glycine and two molecules per copper ion, diffusion straight down supports 19.3 mA/cm². Ruthenium consumes no glycine, so the pad also draws it sideways, as the lone pad drew oxygen. In a stagnant layer the same factor, about 1.5, raises the limit to about 29 mA/cm², which (2) reaches a little above \(r=70\). Beyond that, the assumption that all copper stays complexed would fail, so my currents for \(r=99\) and 399 presume a richer supply. Flow can provide it: slurry sweeping over the ruthenium reaches the pad with its glycine unused, which can raise this limit several-fold.

The model also assumes that no peroxide has been added as an oxidizer. At 0.3 mol/L its transport limit is about 162 mA/cm², so surface kinetics may set the rate instead. With the Tafel slopes used here and negligible reduction on copper, a tenfold larger \(r\) would then multiply the copper rate by \(10^{2/3}\simeq4.6\) rather than 10, although the absolute rate could be higher. A slurry may also contain inhibitors. On the oxygen plateau, one that merely slows copper dissolution does little until \(E\) approaches ruthenium's half-wave potential; one that slows reduction on ruthenium also does little until it is strong enough to take ruthenium off its plateau, and from there it cuts the current. The numerical output below lists most of the values behind these estimates.

## Computed results

```
INPUTS (rough typical values)
O2: D = 2.0e-05 cm2/s, c = 0.25 mmol/L, n = 4
diffusion layer = 50 um, slurry film = 100 um
Tafel slopes: anode 60, cathode 120 mV/decade
half-wave: Ru 300 mV, Cu 150 mV
Ru passive current = 0.0050 mA/cm2
slurry conductivity = 5.0 mS/cm
pad radius 100 um, Ru radius 500 um
Cu molar mass 63.546 g/mol, density 8.96 g/cm3
MAIN EXAMPLE
area ratio r = 24
O2 limiting current = 0.386 mA/cm2
rest potentials: Cu -1.4 mV, Ru 526 mV
couple potential, no ohmic loss = 82.9 mV
ideal b_a*log10(1+r) = 83.9 mV
blanket Cu: 0.366 mA/cm2, 8.1 nm/min
ideal couple: 9.65 mA/cm2, 213 nm/min
full kinetics: 9.30 mA/cm2, 205 nm/min
with film loss: 9.28 mA/cm2, 205 nm/min
Cu loss per 1 mA/cm2 = 22.05 nm/min
AREA SWEEP: r, ideal, kinetics, kinetics + film loss (mA/cm2)
8, 3.47, 3.35, 3.35; last/ideal = 0.964
24, 9.65, 9.30, 9.28; last/ideal = 0.962
99, 38.59, 36.82, 34.88; last/ideal = 0.904
399, 154.38, 143.34, 74.68; last/ideal = 0.484
CONTROL TESTS at the main area ratio
local exponent, full kinetics = 0.957
local exponent, Tafel cathode = 0.667
Cu kinetics x10: rate factor = 1.016
same, Tafel cathode: rate factor = 2.154
oxygen halved: rate factor = 0.497
Ru curve shifted -50 mV: rate factor = 0.977
Ru curve shifted -600 mV: Cu rate / blanket = 0.772
LONE PAD IN DIELECTRIC, O2-limited current / i_lim
pad 100 um in 500 um cell = 1.47
pad 1 um in 5 um cell = 19.4 (ceiling 25)
NEGLECTED EFFECTS
slurry drop: formula 10.56, integrated 10.56 mV
Ru liner drop (3 nm, 30 uohm cm) = 0.053 mV
Ru passive current / i_lim = 1.3 %
glycine-supply ceiling (100 mmol/L, D 1e-5 cm2/s, 2 per Cu) = 19.3 mA/cm2
ideal area ratio at that ceiling = 49
film O2 exhaustion time = 2.50 s
slurry crossing time (300 mm at 1 m/s) = 0.30 s
peroxide limit (0.3 mol/L, D 1.4e-5 cm2/s, n = 2) = 162 mA/cm2
```
